Graphene's quantum capacitance at a Fermi energy of 0.1 eV

**Question**

I have to find the zero-temperature quantum capacitance per area of graphene at a Fermi energy of 0.1 eV, with band velocity 1×10⁶ m/s. I know that the electron density is n = E_F²/[π(ħv)²], although I could not say where every factor comes from. I took the charge en, divided it by the voltage E_F/e, and got 1.18 µF/cm². A friend says that I should use e² times the density of states, which gives a different number. Who is right, and why? And is the answer what I would measure between a gate and the graphene sheet?

**Answer**

Your friend is right. Your number is a ratio of total charge to total voltage, whereas a capacitance that describes a small change of gate voltage is a derivative. The two differ here because the charge is not proportional to the voltage. The density formula is needed either way, so I derive it first.

**The bands and the factor of four**

Take the nearest-neighbour model of the honeycomb lattice, with hopping energy t, bond length a and equal site energies, set to zero. An electron with wave vector k has amplitudes on two sublattices, coupled by −t f(k), where

f(k) = Σⱼ exp(ik·δⱼ), j = 0, 1, 2,

and the δⱼ are the three bond vectors, 120° apart. A 2×2 matrix with zero diagonal and off-diagonal elements −tf and −tf* has eigenvalues

E = ±t|f(k)|.

The bands touch where f = 0. Three numbers of unit modulus add to zero only if their phases are 120° apart. Up to a common phase they are then 1, ω, ω² or 1, ω², ω, with ω = exp(2πi/3). These two orderings are two different points of the Brillouin zone, the two valleys.

Now move a small distance q away from the first valley, in the direction θ measured from δ₀. To first order, and up to a common phase,

f ≈ i Σⱼ ωʲ q·δⱼ = i a q Σⱼ ωʲ cos(θ − 2πj/3).

Write the cosine as half the sum of two exponentials. In the first, exp(iθ)ω⁻ʲ, the factor ω⁻ʲ cancels ωʲ, so the three terms add to 3exp(iθ). In the second, exp(−iθ)ωʲ, the terms contain ω²ʲ and add to zero. Hence

|f| ≈ 3aq/2.

The other valley gives the same modulus. With k measured from the valley from here on,

E = ±ħvk, v = 3ta/(2ħ).

At zero temperature and E_F = 0 the lower band is full and the sheet is neutral. For E_F > 0 the extra electrons fill a disc of radius k_F = E_F/(ħv) in each valley. In a periodic square of side L, the allowed wave vectors are spaced by 2π/L in both directions, so each occupies an area (2π/L)². With two spins and two valleys the number of extra electrons is

N = 4 × πk_F² / (2π/L)² = L²k_F²/π.

Dividing by L² gives your formula:

n = k_F²/π = E_F² / [π(ħv)²].

The valley factor can be tested without assuming it. I counted the upper-band states below 0.1 eV on a 4000×4000 grid over the whole Brillouin zone, with a = 0.142 nm, t fixed by v, and a factor of two for spin alone. The density came out at 0.998 times the formula; the remaining difference is of the size expected from the coarse edges of the two small discs.

**From density to capacitance**

The density of states per area at the Fermi energy is

D(E_F) = dn/dE_F = 2E_F / [π(ħv)²].

For hole doping, E_F < 0, the net electron density is −E_F²/[π(ħv)²]. Its derivative is −2E_F/[π(ħv)²], which is positive. Both signs are therefore covered by replacing E_F with |E_F|.

Let e > 0, let Q = en be the magnitude of the electron charge per area, and let V_ch = E_F/e be the part of the voltage spent on filling the band. Then dQ = e dn and dV_ch = dE_F/e, so

C_Q = dQ/dV_ch = e² dn/dE_F = e²D(E_F) = 2e²|E_F| / [π(ħv)²].

For E_F > 0, the charge in terms of V_ch is

Q = e(eV_ch)² / [π(ħv)²].

A quantity that grows as V² has a derivative equal to twice its ratio to V. That is the whole difference between your result and your friend's.

**The numbers**

In SI units, E_F = 0.1 × 1.602177×10⁻¹⁹ J, and

C_Q = 2(1.602177×10⁻¹⁹)² (0.1 × 1.602177×10⁻¹⁹) / [π(1.054572×10⁻³⁴ × 10⁶)²]
= 0.02354 F/m².

Since 1 F/m² is 10⁶ µF spread over 10⁴ cm², it equals 100 µF/cm². Therefore

C_Q = 2.35 µF/cm².

The intermediate quantities are a useful second route. With ħv = 0.6582 eV nm,

k_F = 0.1/0.6582 = 0.1519 nm⁻¹,
n = k_F²/π = 7.35×10¹¹ cm⁻²,
D = 2n/E_F = 1.469×10¹³ eV⁻¹ cm⁻².

The charge is Q = en = 0.1177 µC/cm². Dividing by 0.1 V gives your 1.18 µF/cm², and doubling that gives the capacitance.

**What you would measure at the gate**

You would not measure C_Q alone, because the gate voltage must also supply the electric field in the insulator. Let C_ins be the insulator's capacitance per area, and choose the zero of gate voltage V_G at neutrality, which removes the work-function offset. The energy per area, including the work done by the voltage source, is

u(n) = ∫₀ⁿ E_F(n′) dn′ + (en)²/(2C_ins) − enV_G.

The first term is the cost of placing each new electron at the current Fermi energy, the second is the field energy, and the third is the source work. Setting du/dn = 0 gives

E_F + e²n/C_ins − eV_G = 0,

V_G = E_F/e + Q/C_ins.

The second derivative, 1/D + e²/C_ins, is positive, so this is a minimum. Differentiating V_G with respect to Q gives

1/C_total = dV_G/dQ = 1/C_Q + 1/C_ins.

The capacitances add in series. If C_ins is much smaller than C_Q, as for a thick insulator, the gate sees nearly C_ins. In the opposite limit it sees nearly C_Q.

For an example, take a thin high-permittivity gate insulator with relative permittivity 10 and thickness 5 nm, both rough typical values. Then C_ins = ε₀ × 10/(5 nm) = 1.77 µF/cm², and

C_total = 1/(1/1.77 + 1/2.35) = 1.01 µF/cm².

This is well below either capacitance alone. The insulator takes 0.1177/1.77 = 0.0665 V, so the gate voltage measured from neutrality is 0.1665 V.

**What temperature changes**

At temperature T, keep the chemical potential μ, measured from the Dirac point, fixed at 0.1 eV. Let F(x) = 1/[exp(x/k_BT) + 1] be the Fermi function. A lower-band state at energy −E is empty with probability 1 − F(−E − μ) = F(E + μ), so electrons minus holes give

n = ∫₀^∞ D(E)[F(E − μ) − F(E + μ)] dE.

Write D(E) = AE with A = 2/[π(ħv)²]. Differentiating with respect to μ gives

dn/dμ = A ∫₀^∞ E[−F′(E − μ) − F′(E + μ)] dE.

Integrate by parts. The boundary terms vanish, at E = 0 because of the factor E and at infinity because F decays exponentially. What remains is

dn/dμ = A ∫₀^∞ [F(E − μ) + F(E + μ)] dE.

The integral of F(E − μ) is k_BT ln[1 + exp(μ/k_BT)], and the other term follows by changing the sign of μ. Multiplying the arguments of the two logarithms gives

C_Q(T) = {2e²k_BT/[π(ħv)²]} ln[2 + 2cosh(μ/k_BT)].

For |μ| ≫ k_BT the logarithm tends to |μ|/k_BT, and the zero-temperature result returns. At 300 K, k_BT = 0.0259 eV, and the capacitance at μ = 0.1 eV is 2.38 µF/cm², which is 1.1% above the ideal value. This comparison is at fixed μ. Because D grows with energy, warming at fixed μ adds net electrons. If the charge is held fixed instead, μ must fall, and C_Q ends about 10% below the ideal value.

At neutrality the situation is different. The zero-temperature formula gives zero, but at μ = 0 the logarithm is ln 4, and the capacitance at 300 K is 0.84 µF/cm². Close to the Dirac point the zero-temperature formula therefore fails: the finite-temperature value lies above it by 63% at |μ| = k_BT, 13% at 2k_BT and 3% at 3k_BT.

**How far a real device may depart from this**

A real sheet on an oxide is not uniform: charges nearby shift the Dirac point from place to place. If these shifts are smooth enough for each region to obey the formula locally, and all regions follow the same change of channel potential, then |E_F| is replaced by the average of |E_F + δ|, where δ is the local shift. Let δ be Gaussian with standard deviation s, and take E_F > 0. The derivative of this average with respect to E_F is the probability that E_F + δ is positive minus the probability that it is negative, which is erf[E_F/(s√2)]. At E_F = 0 the average is s√(2/π). Integrating from there gives

⟨|E_F + δ|⟩ = E_F erf[E_F/(s√2)] + s√(2/π) exp[−E_F²/(2s²)].

For a rough spread of s = 0.05 eV, this raises C_Q by 0.85% at E_F = 0.1 eV. That compares sheets with the same mean Fermi energy. At the same mean charge, the uneven sheet has a lower mean Fermi energy, and its C_Q is about 11% below that of the uniform sheet. Both figures assume the common change of channel potential. Regions much wider than the insulator is thick are instead gated separately, each with its own C_Q in series with C_ins. The total is then the average of these local series capacitances, and the averaged C_Q cannot simply be put into the series formula.

Within the nearest-neighbour model, the straight-band approximation matters much less than this disorder. The chosen velocity and a = 0.142 nm give t = 2ħv/(3a) = 3.09 eV, far above E_F. Solving the nearest-neighbour energy contour numerically changes C_Q by +0.035%. That figure is small because this model is symmetric between electrons and holes. Real graphene also has hopping between second neighbours, which leaves v unchanged but adds a term t′|f|² to the energy measured from the Dirac point. Solving E = t|f| + t′|f|² to first order in t′ gives |f|² ≈ (E/t)²(1 − 2t′E/t²). Since n is proportional to |f|² near the valley, C_Q changes by the fraction −3t′E_F/t². For a rough |t′| = 0.3 eV this is about 1%, with opposite signs for electrons and holes, which is comparable to the 0.85% from disorder.

At fixed E_F, the velocity is the most sensitive input considered here. Electron–electron interactions can alter it, and at fixed E_F the capacitance varies as 1/v². A rough 10% increase would lower C_Q by 17%, to 1.95 µF/cm². This is a sensitivity estimate, not a calculation of the interaction effect. If the velocity itself changes with density, the constant-v formula no longer suffices, and one must return to C_Q = e² dn/dμ.

The insulator is not under strain in this example. Its field is 0.133 MV/cm, about 3% of a rough breakdown field of 5 MV/cm. Charge traps in the insulator are left out and would need their own model. For the ideal sheet you were asked about, 2.35 µF/cm² is the answer; for a particular device, a 2% rise in v already changes its second digit, and the 10% rise above takes it below 2 µF/cm². The numerical output below lists the main values used here.

Computed values

```
Fermi energy: 0.100 eV
band velocity: 1.00e+06 m/s
elementary charge: 1.602177e-19 C
reduced Planck constant: 1.054572e-34 J s
hbar v: 0.65821 eV nm
Fermi wave number: 0.15193 1/nm
electron density: 7.3471e+11 1/cm2
density of states: 1.4694e+13 1/(eV cm2)
channel charge: 0.11771 uC/cm2
quantum capacitance: 0.023543 F/m2
quantum capacitance: 2.3543 uF/cm2
ratio Q/V_ch: 1.1771 uF/cm2
box count / formula, density of states: 0.99987
zone count / formula, density: 0.9977
insulator relative permittivity (rough): 10.0
insulator thickness (rough): 5.0 nm
insulator capacitance: 1.7708 uF/cm2
total gate capacitance: 1.0107 uF/cm2
voltage across insulator: 0.0665 V
gate voltage from neutrality: 0.1665 V
insulator field: 0.1329 MV/cm
breakdown field (rough): 5.0 MV/cm
field / breakdown field: 0.0266
temperature: 300 K
thermal energy: 0.02585 eV
C_Q at temperature, mu = E_F: 2.3795 uF/cm2
change from temperature: +1.07 percent
C_Q at temperature, neutrality: 0.8437 uF/cm2
disorder spread (rough): 0.050 eV
C_Q with disorder: 2.3743 uF/cm2
change from disorder: +0.85 percent
bond length (rough): 0.142 nm
hopping energy fixed by velocity: 3.0902 eV
change from band curvature: +0.0349 percent
velocity rise (rough): 10 percent
C_Q with raised velocity: 1.9457 uF/cm2
change from raised velocity: -17.36 percent
```
